**Trust-region augmented-Hessian SCF and DIIS for linear BeH2**

The program tests the step x = y/(αv₀) obtained from the lowest eigenvector (v₀, y) of the augmented Hessian, where g is the orbital gradient, H the Hessian, μ the level shift and α the gradient scaling. It asserts that x solves (H − μ)x = −g and agrees with an independent projected descent on a sphere. Finite energy differences check g and H, and displaced SCF steps check the linearized SCF map. A counter inside the Fock routine confirms the cost 1 + Σ(1 + n), with n Hessian products in each macroiteration. At a Be–H distance of 2.5 bohr, DIIS needs 7 builds and the trust-region method 16. At 5.0 bohr, DIIS returns to the restricted saddle after the three smaller spin-breaking kicks, while the trust-region method reaches a solution 0.0880 Eh lower from all five starts. DIIS also finds that lower energy after the two larger kicks, and it uses fewer builds in every run.

## Numerical check

```python
"""Trust-region augmented-Hessian SCF compared with DIIS for linear BeH2.

Result under test: the lowest eigenvector (v0, y) of
    [[0, alpha*g^T], [alpha*g, H]]
gives x = y/(alpha*v0), the minimizer of g.x + x.H.x/2 on its own sphere,
with (H - mu) x = -g.  A run costs 1 + sum(1 + n) Fock builds, n being the
number of Hessian products in a macroiteration.  DIIS can return to a saddle
from which the trust-region method descends.
Symbols: g, H = gradient and Hessian for occupied-virtual rotations x;
mu = level shift; alpha = gradient scaling; D = 2*(virtual - occupied energy).
All quantities are in Hartree atomic units; rotations are in radians.
"""
import numpy as np
from scipy.linalg import eigh, expm
from pyscf import gto, scf

NOCC = 3
TOL = 1e-7
RADIUS = 0.4
norm = np.linalg.norm


def transpose(a):
    return a.transpose(0, 2, 1)


class MeanField:
    """UHF in a symmetrically orthonormalized basis, with a build counter."""

    def __init__(self, distance):
        self.mol = gto.M(atom=[["Be", (0, 0, 0)], ["H", (0, 0, distance)],
                               ["H", (0, 0, -distance)]],
                         unit="Bohr", basis="6-31g", verbose=0)
        w, u = eigh(self.mol.intor("int1e_ovlp"))
        x = (u / np.sqrt(w)) @ u.T
        back = (u * np.sqrt(w)) @ u.T
        core = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        self.h = x @ core @ x
        self.eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl",
                             self.mol.intor("int2e"), x, x, x, x, optimize=True)
        self.exchange = self.eri.transpose(0, 3, 1, 2).copy()
        self.builds = 0
        guess = np.asarray(scf.RHF(self.mol).get_init_guess(key="minao"))
        half = back @ guess @ back / 2
        fock = self.h + self.response(np.array([half, half]))
        c = np.linalg.eigh(fock[0])[1]
        self.start = np.array([c, c])

    def response(self, dens):
        self.builds += 1
        coulomb = np.tensordot(self.eri, dens.sum(axis=0), 2)
        return np.array([coulomb - np.tensordot(self.exchange, d, 2)
                         for d in dens])

    def fock(self, c):
        dens = density(c)
        f = self.h + self.response(dens)
        energy = 0.5 * np.sum(dens * (self.h + f)) + self.mol.energy_nuc()
        return f, energy


def density(c):
    occ = c[:, :, :NOCC]
    return occ @ transpose(occ)


def semicanonical(c, f):
    out = c.copy()
    for s in range(2):
        for block in (slice(0, NOCC), slice(NOCC, None)):
            part = c[s][:, block]
            out[s][:, block] = part @ np.linalg.eigh(part.T @ f[s] @ part)[1]
    return out


def rotate(c, vector):
    n = c.shape[-1]
    out = np.empty_like(c)
    for s, k in enumerate(vector.reshape(2, n - NOCC, NOCC)):
        generator = np.zeros((n, n))
        generator[NOCC:, :NOCC] = k
        generator[:NOCC, NOCC:] = -k.T
        out[s] = c[s] @ expm(generator)
    return out


def derivatives(mf, c, f):
    """Gradient, orbital-energy part of the diagonal, Hessian product."""
    occ, vir = c[:, :, :NOCC], c[:, :, NOCC:]
    fmo = transpose(c) @ f @ c
    grad = 2 * fmo[:, NOCC:, :NOCC]
    eps = np.einsum("sii->si", fmo)
    diag = 2 * (eps[:, NOCC:, None] - eps[:, None, :NOCC])

    def product(vector):
        k = vector.reshape(grad.shape)
        change = vir @ k @ transpose(occ)
        resp = mf.response(change + transpose(change))
        return 2 * (fmo[:, NOCC:, NOCC:] @ k - k @ fmo[:, :NOCC, :NOCC]
                    + transpose(vir) @ resp @ occ).ravel()

    return grad.ravel(), diag.ravel(), product


def dense_hessian(mf, c):
    f, _ = mf.fock(c)
    g, diag, product = derivatives(mf, c, f)
    h = np.array([product(e) for e in np.eye(g.size)]).T
    assert np.allclose(h, h.T, atol=1e-9)
    return g, diag, (h + h.T) / 2


def augmented_root(g, h, alpha):
    m = np.zeros((g.size + 1, g.size + 1))
    m[0, 1:] = m[1:, 0] = alpha * g
    m[1:, 1:] = h
    w, v = np.linalg.eigh(m)
    if abs(v[0, 0]) < 1e-13:
        return w[0], np.full(g.size, np.inf)
    return w[0], v[1:, 0] / (alpha * v[0, 0])


def augmented_step(g, h, radius):
    mu, x = augmented_root(g, h, 1.0)
    if norm(x) <= radius:
        return mu, x, 1.0
    low, high = 0.0, np.log(1e9)
    for _ in range(45):
        middle = (low + high) / 2
        if norm(augmented_root(g, h, np.exp(middle))[1]) > radius:
            low = middle
        else:
            high = middle
    mu, x = augmented_root(g, h, np.exp(high))
    return mu, x, np.exp(high)


def spin_even(vector):
    return np.tile(vector.reshape(2, -1).mean(axis=0), 2)


def subspace_step(g, diag, product, radius, restricted):
    """Solve the augmented problem in a growing orthonormal subspace."""
    basis, images = [], []
    new = g / norm(g)
    target = min(0.1, np.sqrt(norm(g))) * norm(g)
    while True:
        basis.append(new)
        images.append(product(new))
        b, s = np.array(basis).T, np.array(images).T
        reduced = b.T @ s
        mu, coef, alpha = augmented_step(b.T @ g, (reduced + reduced.T) / 2,
                                         radius)
        x, hx = b @ coef, s @ coef
        residual = g + hx - mu * x
        if norm(residual) <= target or len(basis) == min(40, g.size):
            break
        new = -residual / np.maximum(diag - mu, 0.1)
        if restricted:
            new = spin_even(new)
        new /= norm(new)
        for _ in range(2):
            new = new - b @ (b.T @ new)
        if norm(new) < 1e-10:
            break
        new /= norm(new)
    return x, mu, alpha, len(basis), g @ x + 0.5 * x @ hx


def trust_region_scf(mf, c, restricted=False):
    first = mf.builds
    radius, log, converged = RADIUS, [], False
    f, energy = mf.fock(c)
    for _ in range(80):
        c = semicanonical(c, f)
        if restricted:
            c[1] = c[0]
        g, diag, product = derivatives(mf, c, f)
        if restricted:
            g = spin_even(g)
        if norm(g) < TOL:
            converged = True
            break
        x, mu, alpha, micro, model = subspace_step(g, diag, product, radius,
                                                   restricted)
        trial = rotate(c, x)
        f_trial, e_trial = mf.fock(trial)
        accepted = e_trial <= energy + 1e-10
        log.append((norm(g), micro, mu, norm(x), accepted))
        if model < -1e-9:
            ratio = (e_trial - energy) / model
            if ratio < 0.25:
                radius = 0.5 * norm(x)
            elif ratio > 0.75:
                radius = min(1.0, 1.3 * radius)
        elif not accepted:
            radius = 0.5 * norm(x)
        if accepted:
            c, f, energy = trial, f_trial, e_trial
    return dict(ok=converged, energy=energy, c=c, log=log,
                builds=mf.builds - first)


def diis_scf(mf, c, limit=200, depth=10):
    first = mf.builds
    focks, errors, converged = [], [], False
    for _ in range(limit):
        f, energy = mf.fock(c)
        if norm(2 * transpose(c[:, :, NOCC:]) @ f @ c[:, :, :NOCC]) < TOL:
            converged = True
            break
        dens = density(c)
        focks = (focks + [f])[-depth:]
        errors = (errors + [(f @ dens - dens @ f).ravel()])[-depth:]
        mixed = f
        if len(focks) > 1:
            differences = np.array([e - errors[-1] for e in errors[:-1]]).T
            weights = np.linalg.lstsq(differences, -errors[-1], rcond=1e-10)[0]
            mixed = f + sum(w * (old - f) for w, old in zip(weights, focks))
        c = np.linalg.eigh(mixed)[1]
    return dict(ok=converged, energy=energy, c=c, builds=mf.builds - first)


def check_count(run):
    assert run["builds"] == 1 + sum(1 + row[1] for row in run["log"])


def show_log(run, limit):
    print(" macro  |g|/Eh     products  mu/Eh        |x|/rad  accepted")
    for i, (g, micro, mu, length, good) in enumerate(run["log"][:limit], 1):
        print(f" {i:3d}   {g:.2e}   {micro:3d}      {mu: .3e}   "
              f"{length:.2e}  {'yes' if good else 'no'}")


rng = np.random.default_rng(7)

# Easy case: compact molecule, common atomic-density start.
easy = MeanField(2.5)
direction = rng.normal(size=2 * NOCC * (easy.h.shape[0] - NOCC))
direction /= norm(direction)
g0, _, h0 = dense_hessian(easy, easy.start)
t = 0.01
e = [easy.fock(rotate(easy.start, k * t * direction))[1] for k in range(-2, 3)]
slope = (e[0] - 8 * e[1] + 8 * e[3] - e[4]) / (12 * t)
curvature = (-e[0] + 16 * e[1] - 30 * e[2] + 16 * e[3] - e[4]) / (12 * t * t)
assert abs(slope - g0 @ direction) < 1e-6
assert abs(curvature - direction @ h0 @ direction) < 1e-5

easy_tr = trust_region_scf(easy, easy.start)
easy_diis = diis_scf(easy, easy.start)
check_count(easy_tr)
reference = scf.RHF(easy.mol)
reference.conv_tol = 1e-11
reference_energy = reference.kernel()
assert easy_tr["ok"] and easy_diis["ok"]
assert abs(easy_tr["energy"] - reference_energy) < 1e-7
assert abs(easy_diis["energy"] - reference_energy) < 1e-7
assert easy_diis["builds"] < easy_tr["builds"]
_, easy_diag, easy_h = dense_hessian(easy, easy_tr["c"])
easy_low = np.linalg.eigvalsh(easy_h)[0]
assert easy_low > 0

# Near a minimum the difference from the Newton step must be cubic in g.
gaps_to_newton = []
for size in (1e-3, 5e-4):
    gs = size * direction
    gaps_to_newton.append(norm(augmented_root(gs, easy_h, 1.0)[1]
                               + np.linalg.solve(easy_h, gs)))
cubic_ratio = gaps_to_newton[0] / gaps_to_newton[1]
assert abs(cubic_ratio - 8) < 0.1

# Stretched case: restricted stationary point and its spin-breaking curvature.
hard = MeanField(5.0)
saddle = trust_region_scf(hard, hard.start, restricted=True)
check_count(saddle)
assert saddle["ok"]
cs = saddle["c"]
_, diag, hs = dense_hessian(hard, cs)
assert diag.min() > 0
saddle_values = np.linalg.eigvalsh(hs)
assert saddle_values[0] < 0

# Curvature of one spin-odd orbital pair from explicit integrals.
mo = np.einsum("pqrs,pi,qj,rk,sl->ijkl", hard.eri, cs[0], cs[0], cs[0], cs[0],
               optimize=True)
nvir = cs.shape[-1] - NOCC
split = diag.reshape(2, nvir, NOCC)[0] / 2
jpair = np.einsum("aaii->ai", mo)[NOCC:, :NOCC]
kpair = np.einsum("aiai->ai", mo)[NOCC:, :NOCC]
a, i = np.unravel_index(np.argmin(split - jpair - kpair), split.shape)
odd = np.zeros((2, nvir, NOCC))
odd[:, a, i] = np.array([1, -1]) / np.sqrt(2)
pair_curvature = 2 * (split[a, i] - jpair[a, i] - kpair[a, i])
assert abs(odd.ravel() @ hs @ odd.ravel() - pair_curvature) < 1e-6
assert saddle_values[0] <= pair_curvature + 1e-8 and pair_curvature < 0


# Linearized plain SCF map, measured by displaced real SCF steps.
def plain_step(vector):
    f, _ = hard.fock(rotate(cs, vector))
    occupied = np.linalg.eigh(f)[1][:, :, :NOCC]
    overlap = transpose(cs) @ occupied
    return (overlap[:, NOCC:] @ np.linalg.inv(overlap[:, :NOCC])).ravel()


small = 1e-4
measured = (plain_step(small * direction)
            - plain_step(-small * direction)) / (2 * small)
predicted = direction - hs @ direction / diag
map_error = norm(measured - predicted) / norm(predicted)
assert map_error < 1e-4
values, modes = eigh(hs, np.diag(diag))
mode = modes[:, 0] / norm(modes[:, 0])
growth = 1 - values[0]
measured_growth = mode @ (plain_step(small * mode)
                          - plain_step(-small * mode)) / (2 * small)
assert growth > 1 and abs(measured_growth / growth - 1) < 1e-4

# Augmented step against projected descent on the sphere.
gt, _, ht = dense_hessian(hard, rotate(cs, 0.1 * mode + 0.01 * direction))
mu_test, x_test, alpha_test = augmented_step(gt, ht, RADIUS)
point = -RADIUS * gt / norm(gt)
pace = 1 / norm(ht, 2)
for _ in range(30000):
    point = point - pace * (ht @ point + gt)
    point *= RADIUS / norm(point)
sphere_error = norm(point - x_test)
assert sphere_error < 1e-5
assert norm((ht - mu_test * np.eye(gt.size)) @ x_test + gt) < 1e-7
assert mu_test <= np.linalg.eigvalsh(ht)[0]
assert abs(mu_test - alpha_test**2 * gt @ x_test) < 1e-7
lengths = [norm(augmented_root(gt, ht, q)[1]) for q in (1, 2, 4, 8, 16, 32)]
assert np.all(np.diff(lengths) < 0)

# Identical starts: spin-breaking kick plus one small fixed random rotation.
noise = 3e-4 * direction
scan = []
for kick in (0.001, 0.01, 0.1, 0.5, 1.0):
    begin = rotate(cs, kick * mode + noise)
    d = diis_scf(hard, begin)
    r = trust_region_scf(hard, begin)
    check_count(r)
    low_d = np.linalg.eigvalsh(dense_hessian(hard, d["c"])[2])[0]
    low_r = np.linalg.eigvalsh(dense_hessian(hard, r["c"])[2])[0]
    assert r["ok"] and low_r > -1e-4
    assert r["energy"] < saddle["energy"] - 1e-3
    scan.append((kick, d, low_d, r, low_r))
assert scan[0][1]["ok"] and scan[0][2] < 0
assert abs(scan[0][1]["energy"] - saddle["energy"]) < 1e-8

print("BeH2, UHF/6-31G; distances 2.5 and 5.0 bohr")
print(f"gradient threshold {TOL:.0e} Eh; first trust radius {RADIUS} rad")
print(f"rotation parameters: {direction.size}")
print(f"2.5 bohr: energy {easy_tr['energy']:.8f} Eh")
print(f"2.5 bohr: HOMO-LUMO gap {easy_diag.min() / 2:.5f} Eh")
print(f"2.5 bohr: lowest curvature {easy_low:.5f} Eh")
print(f"2.5 bohr: builds DIIS {easy_diis['builds']}, "
      f"trust region {easy_tr['builds']}")
show_log(easy_tr, 12)
print(f"Newton difference ratio on halving g: {cubic_ratio:.4f}")
print(f"5.0 bohr: restricted energy {saddle['energy']:.8f} Eh")
print(f"5.0 bohr: HOMO-LUMO gap {diag.min() / 2:.5f} Eh")
print(f"5.0 bohr: lowest curvature {saddle_values[0]:.5f} Eh; "
      f"negative modes {np.sum(saddle_values < -1e-5)}")
print(f"most unstable pair: occupied {i + 1}, virtual {NOCC + a + 1}")
print(f"pair gap {split[a, i]:.5f}, J {jpair[a, i]:.5f}, "
      f"K {kpair[a, i]:.5f} Eh")
print(f"pair curvature 2(gap-J-K): {pair_curvature:.5f} Eh")
print(f"plain SCF growth: formula {growth:.5f}, measured {measured_growth:.5f}")
print(f"sphere test: alpha {alpha_test:.4f}, mu {mu_test:.5f} Eh, "
      f"difference {sphere_error:.1e} rad")
print("5.0 bohr, trust-region run from kick 0.001 rad (first 16 macros):")
show_log(scan[0][3], 16)
print("E = energy minus restricted energy; c = lowest curvature; both in Eh")
print("kick/rad  DIIS: ok builds E c | trust region: macros builds E c")
for kick, d, low_d, r, low_r in scan:
    print(f"{kick:5.3f}  {'yes' if d['ok'] else 'no'} {d['builds']:3d} "
          f"{d['energy'] - saddle['energy']: .6f} {low_d: .5f} | "
          f"{len(r['log']):2d} {r['builds']:3d} "
          f"{r['energy'] - saddle['energy']: .6f} {low_r: .5f}")
print("all assertions hold")
```

It prints:

```
BeH2, UHF/6-31G; distances 2.5 and 5.0 bohr
gradient threshold 1e-07 Eh; first trust radius 0.4 rad
rotation parameters: 60
2.5 bohr: energy -15.75929221 Eh
2.5 bohr: HOMO-LUMO gap 0.53807 Eh
2.5 bohr: lowest curvature 0.45907 Eh
2.5 bohr: builds DIIS 7, trust region 16
 macro  |g|/Eh     products  mu/Eh        |x|/rad  accepted
   1   2.07e-01     2      -2.890e-02   1.49e-01  yes
   2   7.22e-03     2      -2.725e-05   4.52e-03  yes
   3   4.87e-04     3      -9.883e-08   2.39e-04  yes
   4   2.61e-06     4      -1.449e-12   6.55e-07  yes
Newton difference ratio on halving g: 8.0000
5.0 bohr: restricted energy -15.48605954 Eh
5.0 bohr: HOMO-LUMO gap 0.27176 Eh
5.0 bohr: lowest curvature -0.33403 Eh; negative modes 2
most unstable pair: occupied 3, virtual 4
pair gap 0.27176, J 0.26959, K 0.08859 Eh
pair curvature 2(gap-J-K): -0.17285 Eh
plain SCF growth: formula 1.53344, measured 1.53344
sphere test: alpha 5.4780, mu -0.40325 Eh, difference 2.7e-13 rad
5.0 bohr, trust-region run from kick 0.001 rad (first 16 macros):
 macro  |g|/Eh     products  mu/Eh        |x|/rad  accepted
   1   1.66e-03     9      -3.348e-01   4.00e-01  yes
   2   1.11e-01     3      -3.596e-01   5.20e-01  yes
   3   8.12e-02     3      -1.744e-02   2.37e-01  yes
   4   1.72e-02     4      -4.951e-04   3.24e-02  yes
   5   6.25e-04     4      -2.886e-07   9.39e-04  yes
   6   8.91e-06     8      -5.462e-11   1.11e-05  yes
E = energy minus restricted energy; c = lowest curvature; both in Eh
kick/rad  DIIS: ok builds E c | trust region: macros builds E c
0.001  yes  12  0.000000 -0.33403 |  6  38 -0.088048  0.07126
0.010  yes  12  0.000000 -0.33403 |  6  34 -0.088048  0.07126
0.100  yes  13  0.000000 -0.33403 |  6  33 -0.088048  0.07126
0.500  yes  14 -0.088048  0.07126 |  6  36 -0.088048  0.07126
1.000  yes  13 -0.088048  0.07126 |  4  24 -0.088048  0.07126
all assertions hold
```
